# Still's Generalised Born Limits and the Coulomb-Field Error near a Spherical Wall

Place a unit charge in a spherical cavity of radius 5 Å and permittivity 1, surrounded by a medium of permittivity 80. With the charge at the centre, the Coulomb-field approximation gives the correct polarisation energy, −137.2 kJ/mol. With the charge 4.9 Å from the centre, the correct energy is −3427 kJ/mol and the approximation gives −1893 kJ/mol. In terms of effective radii, 0.200 Å has been replaced by 0.362 Å, which is too large by a factor of 1.81. In a spherical cavity this factor has an upper limit, and the limit is two only if the exterior is a conductor.

## The energy and its two limits

Gaussian units are used. Point charges \(q_i\) sit in a cavity of permittivity \(\varepsilon_{\rm in}\), and the exterior has permittivity \(\varepsilon_{\rm out}>\varepsilon_{\rm in}\). Both media are linear and uniform, the wall is sharp, and there is no salt. Define

\[
c=\frac1{\varepsilon_{\rm in}}-\frac1{\varepsilon_{\rm out}}>0,\qquad \beta=\frac{\varepsilon_{\rm in}}{\varepsilon_{\rm out}}<1 .
\]

The polarisation energy \(\Delta G\) is the electrostatic energy minus that of the same charges in a uniform medium \(\varepsilon_{\rm in}\). Still's generalised Born form is

\[
\Delta G=-\frac c2\sum_{i,j}\frac{q_iq_j}{f_{ij}},\qquad
f_{ij}^2=r_{ij}^2+R_iR_j\,e^{-r_{ij}^2/(4R_iR_j)} ,
\]

where \(R_i\) is the effective radius of charge \(i\).

**Born limit.** For \(i=j\) the distance is zero and \(f_{ii}=R_i\), so the term is \(-cq_i^2/(2R_i)\). This is the Born energy. Around an ion of radius \(R\) the displacement is \(D=q/r^2\) whatever the permittivity, by symmetry, and the field energy outside the ion is

\[
\frac1{8\pi\varepsilon}\int_R^\infty\frac{q^2}{r^4}\,4\pi r^2\,dr=\frac{q^2}{2\varepsilon R}.
\]

Changing \(\varepsilon\) from \(\varepsilon_{\rm in}\) to \(\varepsilon_{\rm out}\) changes this by \(-cq^2/(2R)\). If several charges with equal radii \(R\) merge, every \(f_{ij}\to R\) and the double sum becomes \((\sum_i q_i)^2/R\), so \(\Delta G\) becomes \(-c(\sum_i q_i)^2/(2R)\), the Born energy of the total charge. With unequal radii, \(f_{ij}\to\sqrt{R_iR_j}\) and the sum does not reduce to this form.

**Screened Coulomb limit.** "Screened" here means divided by \(\varepsilon_{\rm out}\). The double sum contains each pair twice, which cancels the factor ½. Adding the direct interaction in \(\varepsilon_{\rm in}\), and using \(1/\varepsilon_{\rm in}=1/\varepsilon_{\rm out}+c\), gives the total pair energy

\[
U_{ij}=q_iq_j\left[\frac1{\varepsilon_{\rm in}r}-\frac c{f}\right]
=\frac{q_iq_j}{\varepsilon_{\rm out}r}+c\,q_iq_j\left[\frac1r-\frac1f\right].
\]

Write \(f=r\sqrt{1+u}\), with \(u=R_iR_je^{-r^2/(4R_iR_j)}/r^2\). The function \((1+u)^{-1/2}\) is convex, so it lies above its tangent \(1-u/2\). Therefore

\[
0<\frac1r-\frac1f\le\frac{u}{2r}=\frac{R_iR_j}{2r^3}\,e^{-r^2/(4R_iR_j)} ,
\]

and \(U_{ij}\to q_iq_j/(\varepsilon_{\rm out}r)\) at large \(r\).

For charges \(+e\) and \(-e\) with radii 2 and 3 Å, and the permittivities above, \(c=0.9875\) and \(e^2/(4\pi\epsilon_0)=1389.355\) kJ/mol Å. At \(r=5\) Å, \(f=5.20742\) Å, so

\[
U=-1389.355\left[\frac15-\frac{0.9875}{5.20742}\right]\approx-14.40\ \text{kJ/mol},
\]

against a screened Coulomb energy of −3.47 kJ/mol. At 10 Å the two are −1.80 and −1.74 kJ/mol, and at 20 Å they agree to four decimals, −0.8683 kJ/mol.

The one-charge Born term and the screened Coulomb limit hold for whatever radii are supplied. A wrong radius therefore passes straight into the self-energy.

## Perfect and Coulomb-field radii

The perfect radius \(R\) of a charge is defined by setting its exact polarisation energy, with the other charges absent, equal to \(-cq^2/(2R)\). A field expression for it shows what the approximation neglects.

Let \(\mathbf D_0=q\boldsymbol\rho/\rho^3\) be the Coulomb displacement, with \(\boldsymbol\rho\) measured from the charge, and \(\mathbf E_0=\mathbf D_0/\varepsilon_{\rm in}\) the field in the uniform reference medium. Let \(\mathbf D\) and \(\mathbf E=\mathbf D/\varepsilon=-\nabla\varphi\) be the true fields. Both displacements have the same source, so \(\boldsymbol\delta=\mathbf D_0-\mathbf D\) has zero divergence, and

\[
\int\mathbf E\cdot\boldsymbol\delta\,d^3r=-\int\nabla\cdot(\varphi\boldsymbol\delta)\,d^3r=0 .
\]

The surface terms vanish for three reasons. On a small sphere of radius \(a\) round the charge, \(\varphi\sim1/a\), \(\boldsymbol\delta\) is finite and the area is of order \(a^2\). On a large sphere of radius \(L\), \(\varphi\sim1/L\), \(\delta\) falls at least as fast as \(1/L^2\) and the area grows as \(L^2\). At the cavity wall, \(\varphi\) and the normal component of \(\boldsymbol\delta\) are continuous. The same argument gives \(\int\mathbf E_0\cdot\boldsymbol\delta\,d^3r=0\).

Hence \(\int\mathbf E\cdot\mathbf D=\int\mathbf E\cdot\mathbf D_0\) and \(\int\mathbf E_0\cdot\mathbf D_0=\int\mathbf E_0\cdot\mathbf D\), with the small sphere cut out of each integral. The energy difference is

\[
\Delta G=\frac1{8\pi}\int(\mathbf E\cdot\mathbf D-\mathbf E_0\cdot\mathbf D_0)\,d^3r
=\frac1{8\pi}\int\left(\frac1\varepsilon-\frac1{\varepsilon_{\rm in}}\right)\mathbf D\cdot\mathbf D_0\,d^3r .
\]

The bracket is zero inside the cavity and \(-c\) outside. Comparison with \(-cq^2/(2R)\) gives

\[
\frac1R=\frac1{4\pi q^2}\int_{\rm out}\mathbf D\cdot\mathbf D_0\,d^3r. \tag{1}
\]

The Coulomb-field approximation (CFA) replaces \(\mathbf D\) by \(\mathbf D_0\):

\[
\frac1{R_{\rm CFA}}=\frac1{4\pi}\int_{\rm out}\frac{d^3r}{\rho^4}. \tag{2}
\]

It neglects the redistribution of the displacement by the wall: through a closed wall \(\mathbf D\) and \(\mathbf D_0\) carry the same total flux \(4\pi q\), but they differ point by point unless symmetry makes them equal. The result now derived in two ways is that, in a sphere, \(R_{\rm CFA}\ge R\), and that \(R_{\rm CFA}/R\to2/(1+\beta)\) as the charge approaches the wall.

## First derivation: multipoles in the sphere

Let the sphere have radius \(A\), and let the charge be at distance \(s=xA\) from the centre, \(0\le x<1\).

**The CFA radius.** With \(\mu\) the cosine of the angle between field point and charge, the angular part of (2) is

\[
2\pi\int_{-1}^{1}\frac{d\mu}{(r^2+s^2-2rs\mu)^2}
=\frac{\pi}{rs}\left[\frac1{(r-s)^2}-\frac1{(r+s)^2}\right]
=\frac{4\pi}{(r^2-s^2)^2},
\]

because the bracket equals \(4rs/(r^2-s^2)^2\). Since \(r/(r^2-s^2)^2\) is the derivative of \(-1/[2(r^2-s^2)]\), integration by parts gives

\[
\frac1{R_{\rm CFA}}=\int_A^\infty\frac{r^2\,dr}{(r^2-s^2)^2}
=\frac{A}{2(A^2-s^2)}+\frac12\int_A^\infty\frac{dr}{r^2-s^2},
\]

and the last integral is \((1/2s)\ln[(A+s)/(A-s)]\). Thus

\[
\frac{A}{R_{\rm CFA}}=\frac1{2(1-x^2)}+\frac1{4x}\ln\frac{1+x}{1-x}. \tag{3}
\]

Now expand, using \(1/(1-x^2)=\sum_l x^{2l}\) and \(\ln[(1+x)/(1-x)]=2\sum_l x^{2l+1}/(2l+1)\), with \(l=0,1,2,\dots\):

\[
\frac A{R_{\rm CFA}}=\frac12\sum_l x^{2l}\left(1+\frac1{2l+1}\right)=\sum_l x^{2l}\,\frac{l+1}{2l+1}
=\sum_l\frac{x^{2l}}{1+t_l},\qquad t_l=\frac l{l+1}. \tag{4}
\]

**The perfect radius.** For \(s<r<A\) the potential is the Coulomb potential plus a regular reaction potential, and outside it decays:

\[
\varphi_{\rm in}=\sum_l\left[\frac{q s^l}{\varepsilon_{\rm in}r^{l+1}}+a_lr^l\right]P_l(\mu),\qquad
\varphi_{\rm out}=\sum_l\frac{b_l}{r^{l+1}}P_l(\mu).
\]

Continuity of \(\varphi\) at \(r=A\) gives

\[
\frac{b_l}{A^{l+1}}=\frac{qs^l}{\varepsilon_{\rm in}A^{l+1}}+a_lA^l .
\]

Continuity of \(\varepsilon\,\partial\varphi/\partial r\), multiplied by \(A\), gives

\[
-(l+1)\frac{qs^l}{A^{l+1}}+l\varepsilon_{\rm in}a_lA^l=-(l+1)\varepsilon_{\rm out}\frac{b_l}{A^{l+1}} .
\]

Substitute the first into the second and collect \(a_l\):

\[
a_lA^l\left[l\varepsilon_{\rm in}+(l+1)\varepsilon_{\rm out}\right]=-(l+1)\left(\frac{\varepsilon_{\rm out}}{\varepsilon_{\rm in}}-1\right)\frac{qs^l}{A^{l+1}} .
\]

Division by \((l+1)\varepsilon_{\rm out}\) turns the square bracket into \(1+\beta t_l\) and the permittivity factor on the right into \(c\):

\[
a_l=-\frac{c\,q\,s^l}{A^{2l+1}(1+\beta t_l)} .
\]

The reaction potential is linear in \(q\), so charging costs \(\Delta G=\frac q2\sum_l a_ls^l\). Setting this equal to \(-cq^2/(2R)\) gives

\[
\frac AR=\sum_l\frac{x^{2l}}{1+\beta t_l}. \tag{5}
\]

Series (4) is series (5) with \(\beta=1\). The CFA therefore gives the correct radius in the limit of vanishing dielectric contrast, where the wall no longer disturbs the field. For a conducting exterior, \(\beta\to0\), (5) sums to \(R=A(1-x^2)\).

**The ratio.** Dividing (5) by (4) gives a weighted mean:

\[
\frac{R_{\rm CFA}}R=\sum_lw_lg_l,\qquad g_l=\frac{1+t_l}{1+\beta t_l},\qquad
w_l=\frac{x^{2l}/(1+t_l)}{\sum_k x^{2k}/(1+t_k)} .
\]

As a function of \(t\), \(g\) has derivative \((1-\beta)/(1+\beta t)^2>0\). It rises from \(g_0=1\) towards \(2/(1+\beta)\) as \(t_l\to1\), so

\[
1\le\frac{R_{\rm CFA}}R<\frac2{1+\beta}. \tag{6}
\]

The ratio also increases with \(x\). Since \(dw_l/dx=(2/x)\,w_l(l-\langle l\rangle)\), where angle brackets denote the mean with weights \(w_l\),

\[
\frac{d}{dx}\langle g\rangle=\frac2x\left(\langle lg\rangle-\langle l\rangle\langle g\rangle\right)
=\frac1x\sum_{l,k}w_lw_k(l-k)(g_l-g_k)>0,
\]

because \(g_l\) increases with \(l\). As \(x\to1\) the denominator of \(w_l\) diverges, the weight of any finite set of multipoles vanishes, and the mean tends to \(2/(1+\beta)\). The upper bound is thus a supremum, not attained at any position inside the sphere.

## Second derivation: minimum energy and an image charge

**The sign.** The Coulomb displacement \(\mathbf D_0\) has the right divergence but is not the true field. Insert \(\mathbf D_0=\mathbf D+\boldsymbol\delta\) into the field energy \(W[\mathbf D]=\frac1{8\pi}\int D^2/\varepsilon\,d^3r\):

\[
W[\mathbf D_0]-W[\mathbf D]=\frac1{4\pi}\int\mathbf E\cdot\boldsymbol\delta\,d^3r+\frac1{8\pi}\int\frac{\delta^2}\varepsilon\,d^3r
=\frac1{8\pi}\int\frac{\delta^2}\varepsilon\,d^3r\ge0 .
\]

The cross term vanishes as shown above. This is Thomson's principle: among displacements with the given sources, the true one has the least energy. Subtracting the same reference energy from both gives \(\Delta G_{\rm CFA}\ge\Delta G\), or \(-c/R_{\rm CFA}\ge-c/R\). Since \(c>0\), \(R_{\rm CFA}\ge R\). The shape of the cavity has not been used. If instead \(\varepsilon_{\rm out}<\varepsilon_{\rm in}\), then \(c<0\) and the inequality between the radii reverses.

**The size near the wall.** Let the charge be at depth \(h=A-s\ll A\). On the scale of \(h\) the nearby wall is flat, so replace it by a plane. In the cavity, take the field of \(q\) and of an image \(q'\) at the mirror point, both in \(\varepsilon_{\rm in}\). Beyond the plane, take the field of a charge \(q''\) at the position of \(q\), in \(\varepsilon_{\rm out}\). Points of the plane are equally far from both positions, so continuity of the potential and of the normal displacement requires

\[
\frac{q+q'}{\varepsilon_{\rm in}}=\frac{q''}{\varepsilon_{\rm out}},\qquad q-q'=q'' .
\]

The first equation gives \(q+q'=\beta q''\). Adding the second gives \(2q=(1+\beta)q''\), so

\[
q''=\frac{2q}{1+\beta},\qquad q'=q-q''=-\frac{1-\beta}{1+\beta}\,q .
\]

Beyond the plane the true displacement is therefore \(\mathbf D=\frac{2}{1+\beta}\mathbf D_0\): it has the Coulomb direction, but is stronger by a constant factor. Equations (1) and (2) then give at once

\[
\frac{R_{\rm CFA}}{R}=\frac2{1+\beta}.
\]

The radii themselves follow from (2) in cylindrical coordinates \((\varrho,z)\) centred on the charge:

\[
\frac1{R_{\rm CFA}}=\frac1{4\pi}\int_h^\infty dz\int_0^\infty\frac{2\pi\varrho\,d\varrho}{(\varrho^2+z^2)^2}
=\frac14\int_h^\infty\frac{dz}{z^2}=\frac1{4h},
\]

so \(R_{\rm CFA}=4h\) and \(R=2h(1+\beta)\). For a conductor these are \(4h\) and \(2h\). The factor of two is the doubling of the displacement that the charge drives through the plane.

**Another shape.** Put the charge midway between two parallel walls, each at distance \(d\). Each reflection multiplies an image by \(-\kappa\), with \(\kappa=(1-\beta)/(1+\beta)\), and repeated reflection puts images \((-\kappa)^nq\) at \(\pm2nd\). Their potential at the charge is

\[
\frac{2q}{\varepsilon_{\rm in}}\sum_{n\ge1}\frac{(-\kappa)^n}{2nd}=-\frac{q}{\varepsilon_{\rm in}d}\ln(1+\kappa).
\]

Multiply by \(q/2\), equate to \(-cq^2/(2R)\) with \(c=(1-\beta)/\varepsilon_{\rm in}\), and use \(1+\kappa=2/(1+\beta)\). The result is \(1/R=\ln[2/(1+\beta)]/[d(1-\beta)]\). The two exterior half-spaces give \(1/R_{\rm CFA}=2/(4d)=1/(2d)\). For \(\varepsilon_{\rm out}/\varepsilon_{\rm in}=80\) the ratio is 1.379: again an overestimate, of a size that depends on the shape of the cavity, the position of the charge and the dielectric contrast (midway between the walls it is 1.151 for \(\varepsilon_{\rm out}/\varepsilon_{\rm in}=2\)).

## What each derivation assumes

Both assume linear media, a sharp wall and a point charge. The first also needs a perfect sphere. In return it gives the radii at every position, the bounds (6) and the monotonic rise, and it proves the wall limit without treating the wall as flat.

The second obtains the sign for a general cavity, but its wall limit assumes that distant, curved parts of the boundary become negligible as \(h/A\to0\). For the CFA this is easily justified: regions farther than \(L\) from the charge contribute at most \(\int_L^\infty dr/r^2=1/L\) to (2), which is small beside \(1/(4h)\) when \(L\gg h\). For the true energy it was assumed, and the first derivation confirms it for the sphere. The second derivation does not give the upper bound at finite depth, and that bound belongs to the sphere, not to every cavity. Take a small uncharged spherical pocket of permittivity \(\varepsilon_{\rm out}\), far from the charge compared with its own radius, with all other walls so distant that their contribution is negligible. The pocket sits in a nearly uniform field, so inside it \(\mathbf D\approx\frac{3}{1+2\beta}\mathbf D_0\). Equations (1) and (2) then give \(R_{\rm CFA}/R\approx3/(1+2\beta)\), which exceeds \(2/(1+\beta)\) for every \(\beta<1\) and exceeds two when \(\beta<1/4\).

The multipole result also shows how slowly the flat-wall limit is reached. For a conductor, (3) and \(R=A(1-x^2)\) give

\[
\frac{R_{\rm CFA}}R=\frac{2}{1+\dfrac{1-x^2}{2x}\ln\dfrac{1+x}{1-x}}\approx\frac2{1+\delta\ln(2/\delta)},\qquad\delta=1-x\ll1,
\]

since \(1-x^2\approx2\delta\) and \((1+x)/(1-x)\approx2/\delta\). The ratio is 1.53 at \(\delta=0.1\), 1.90 at 0.01 and 1.985 at 0.001.

## The opening numbers

For \(s=4.9\) Å and \(A=5\) Å, \(x=0.98\) and \(1-x^2=0.0396\). Equation (3) gives

\[
\frac A{R_{\rm CFA}}=\frac1{0.0792}+\frac{\ln99}{3.92}\approx12.626+1.172=13.798,
\]

so \(R_{\rm CFA}=5/13.798\approx0.3624\) Å. The boundary-value problem gives \(R=0.2001\) Å, and the ratio is 1.81. The energies are

\[
\Delta G_{\rm CFA}=-\frac{0.9875\times1389.355}{2\times0.3624}\approx-1893\ \text{kJ/mol},\qquad \Delta G\approx-3427\ \text{kJ/mol}.
\]

The approximation misses about 45% of the exact model energy. Elsewhere in the sphere the radii are:

| \(s\) (Å) | \(R\) (Å) | \(R_{\rm CFA}\) (Å) | ratio |
|---|---|---|---|
| 0 | 5.000 | 5.000 | 1.000 |
| 2.5 | 3.756 | 4.112 | 1.095 |
| 4.0 | 1.810 | 2.409 | 1.331 |
| 4.5 | 0.957 | 1.449 | 1.514 |

At this contrast the ceiling is \(2/(1+1/80)=1.975\); for \(\varepsilon_{\rm out}/\varepsilon_{\rm in}=2\) it is 1.333. The energy diverges as the charge reaches the wall, which is a property of a point charge at a sharp boundary, so energies at depths small compared with an atomic radius, the opening example among them, describe the model and not a real ion.

Perfect radii do not make Still's pair function exact. In a sphere with a conducting exterior, charge \(i\) at \(\mathbf s_i\) has an image \(-q_iA/s_i\) at \(A^2\mathbf s_i/s_i^2\). Writing its potential at \(\mathbf s_j\) as \(-q_i/(\varepsilon_{\rm in}f)\) gives

\[
f^2=\frac{s_i^2}{A^2}\left|\mathbf s_j-\frac{A^2\mathbf s_i}{s_i^2}\right|^2
=A^2-2\,\mathbf s_i\cdot\mathbf s_j+\frac{s_i^2s_j^2}{A^2}=r_{ij}^2+R_iR_j .
\]

The last step uses \(R_iR_j=(A^2-s_i^2)(A^2-s_j^2)/A^2\) and \(r_{ij}^2=s_i^2+s_j^2-2\,\mathbf s_i\cdot\mathbf s_j\). Still's exponential is absent. For charges at ±2.5 Å in the 5 Å sphere, both perfect radii are 3.75 Å; the exact \(f\) is 6.25 Å and Still's is 5.83 Å, 6.7% below the exact value. The numerical check compares the radii, limits and bounds above with direct quadrature and boundary matching.

## Table of computed values

```
eps_in = 1, eps_out = 80 (dimensionless)
1/eps_in - 1/eps_out = 0.9875 (dimensionless)
e^2/(4 pi eps0) = 1389.355 kJ/mol angstrom
Born energy, q = e, R = 2.0 angstrom: -343.00 kJ/mol
charges 0.3e and 0.7e merged, same R: -343.00 kJ/mol
Pair +e, -e with radii 2.0 and 3.0 angstrom
r, f (angstrom); total pair, screened Coulomb (kJ/mol)
  2.0   3.01312  -239.3394    -8.6835
  5.0   5.20742   -14.4030    -3.4734
 10.0  10.00465    -1.8005    -1.7367
 20.0  20.00000    -0.8683    -0.8683
Unit charge in spherical cavity, A = 5.0 angstrom
s, R, R_CFA (angstrom); R_CFA/R; dG, dG_CFA (kJ/mol)
 0.0   5.0000   5.0000  1.0000    -137.20    -137.20
 2.5   3.7564   4.1119  1.0947    -182.62    -166.83
 4.0   1.8095   2.4090  1.3313    -379.10    -284.76
 4.5   0.9572   1.4495  1.5143    -716.64    -473.26
 4.9   0.2001   0.3624  1.8105   -3427.50   -1893.14
limit 2/(1+beta) for eps_out/eps_in = 80: 1.9753
ratio at 1-s/A = 1e-5, same contrast: 1.9751
limit 2/(1+beta) for eps_out/eps_in = 2: 1.3333
ratio at 1-s/A = 1e-5, same contrast: 1.3333
Conducting exterior: 1-s/A, R_CFA/R, near-wall formula
1e-01  1.52578  1.53897
1e-02  1.89897  1.89937
1e-03  1.98491  1.98491
1e-04  1.99802  1.99802
slab cavity, R_CFA/R at eps_out = 2: 1.1507
slab cavity, R_CFA/R at eps_out = 80: 1.3787
Conducting exterior, A = 5.0, charges at +/-2.5 angstrom
perfect radius of each charge: 3.7500 angstrom
exact f = 6.2500 angstrom, Still f = 5.8324 angstrom
relative error of Still f: -6.68 percent
```
